# Inverse-Square Divergence of Q at a Symmetry-Protected Bound State, part 1

(Sections cited here and not found follow in the second part.)

## I. The law for a general slab

A photonic-crystal slab can hold a mode at the zone centre that does not radiate, although its frequency lies among those of waves in the surrounding air. Its radiative quality factor is infinite. By itself this says nothing about a device, because a finite slab or a focused beam contains nonzero in-plane wavevectors $\mathbf k$. Until the growth of the loss with $\mathbf k$ is known, one cannot say what width a resonator needs, what angular spread a beam may have, or when absorption takes over from radiation. Symmetry forbids radiation at one point. The law near that point needs a further argument.

### Setting and statement

The slab occupies $|z|<h/2$ and has air on both sides. Its permittivity $\varepsilon(x,y,z)$ is real, positive, independent of frequency, periodic in the plane with cell area $S$, and unchanged by the half-turn $C_2:(x,y)\to(-x,-y)$. No mirror symmetry in $z$ is assumed in this half.

Fields vary as $e^{-i\omega t}$. In Gaussian atomic units, with $c=137.036$ and $k_0=\omega/c$, Maxwell's equations are

$$\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\varepsilon\mathbf E. \tag{1}$$

A Bloch field is $e^{i\mathbf k\cdot\mathbf r}$ times a periodic function, so it is a sum of harmonics with in-plane wavevectors $\mathbf q=\mathbf k+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector. In air a harmonic has normal wavenumber

$$\beta_{\mathbf G}=\sqrt{k_0^2-|\mathbf k+\mathbf G|^2}. \tag{2}$$

A mode is a nonzero solution with no incoming wave. Its frequency may be complex, and then

$$Q=\frac{\mathrm{Re}\,\omega}{2|\mathrm{Im}\,\omega|}. \tag{3}$$

The proof uses a finite set of harmonics, as large as desired and closed under $\mathbf G\to-\mathbf G$. Multiplication by $\varepsilon$ is then a positive Hermitian matrix. For the untruncated problem I assume that the matching problem below keeps its analytic dependence on $k_0$ and $\mathbf k$.

**Theorem.** Suppose that at $\mathbf k=0$ there is a mode of real frequency $\omega_0>0$ such that

1. it is isolated: it is the one mode at that frequency, up to a factor;
2. it is even under $C_2$ as a vector field;
3. $\omega_0/c<|\mathbf G|$ for every $\mathbf G\ne0$, so the zeroth order alone can propagate in air.

Then there is one resonance $\omega(\mathbf k)$ that continues it, and

$$|\mathrm{Im}\,\omega(\mathbf k)|=\mathbf k\cdot\Gamma\mathbf k+O(k^4), \tag{4}$$

where $\Gamma$ is a real symmetric matrix without negative eigenvalues. In a direction where $\mathbf k\cdot\Gamma\mathbf k>0$,

$$Q(\mathbf k)=\frac{\omega_0}{2\,\mathbf k\cdot\Gamma\mathbf k}+O(1). \tag{5}$$

The law $Q\propto1/k^2$ holds generically, which here means whenever $\mathbf k\cdot\Gamma\mathbf k>0$. Symmetry guarantees a divergence at least as fast as $1/k^2$, and a tuned structure can have a faster one.

### Lemma 1: the bound state does not radiate

A half-turn rotates the field as well as its position:

$$(C_2\mathbf E)(x,y,z)=(-E_x,-E_y,E_z)(-x,-y,z). \tag{6}$$

The magnetic field obeys the same rule, since $C_2$ is a proper rotation. For an even mode, $C_2\mathbf E=\mathbf E$ gives $E_x(-x,-y,z)=-E_x(x,y,z)$, and likewise for $E_y$. Their averages over the cell vanish. At $\mathbf k=0$ these averages are the two amplitudes of the zeroth order, so both polarizations are absent above and below the slab. By condition 3 all other harmonics decay away from the slab. $\square$

### Lemma 2: the resonance depends analytically on $\mathbf k$

Write $K_x,K_y$ for the diagonal matrices of the components of $\mathbf k+\mathbf G$. The $z$ components of (1) give

$$E_z=-\frac1{k_0}\varepsilon^{-1}(K_xH_y-K_yH_x),\qquad H_z=\frac1{k_0}(K_xE_y-K_yE_x). \tag{7}$$

The other four equations are

$$\begin{aligned}
\partial_zE_x&=ik_0H_y+iK_xE_z, & \partial_zE_y&=-ik_0H_x+iK_yE_z,\\
\partial_zH_x&=-ik_0\varepsilon E_y+iK_xH_z, & \partial_zH_y&=ik_0\varepsilon E_x+iK_yH_z.
\end{aligned} \tag{8}$$

After (7) is inserted, this is a linear first-order system for the tangential fields $(e,h)$, where $e$ collects the harmonics of $E_x,E_y$ and $h$ those of $H_x,H_y$. Its coefficients are analytic in $k_0\neq0$ and $\mathbf k$. The matrix $T(k_0,\mathbf k)$ that carries $(e,h)$ from the lower to the upper surface is therefore analytic too.

In the air above, zero divergence gives $E_z=-(\mathbf q\cdot\mathbf E_t)/\beta$ for each harmonic, where $\mathbf E_t$ is its in-plane field, and (1) gives

$$H_x=\frac{q_yE_z-\beta E_y}{k_0},\qquad H_y=\frac{\beta E_x-q_xE_z}{k_0}. \tag{9}$$

Thus $h=Y_+e$ for outgoing or decaying waves. Below the slab $\beta$ is replaced by $-\beta$, which gives $h=Y_-e$. Near the bound state $\beta_0\simeq\omega_0/c$ is not zero, and for $\mathbf G\ne0$ condition 3 keeps $\beta_{\mathbf G}$ near a nonzero imaginary number. Hence $Y_\pm$ are analytic there.

Let $v=(e_b,e_t)$ hold the tangential electric fields at the bottom and top surfaces. A mode exists when

$$M(k_0,\mathbf k)v\equiv T\begin{pmatrix}e_b\\Y_-e_b\end{pmatrix}-\begin{pmatrix}e_t\\Y_+e_t\end{pmatrix}=0. \tag{10}$$

The matrix $M$ is square and analytic. At the bound state, $k_0=\kappa\equiv\omega_0/c$ and $\mathbf k=0$, its null space is spanned by one vector $v_0$.

I now show that $\det M$ has a simple zero in $k_0$ there. Let $y^{T}$ span the left null space. Since $M$ has a one-dimensional null space, its adjugate is $\mathrm{adj}\,M=b\,v_0y^T$ with $b\neq0$, and

$$\frac{\partial\det M}{\partial k_0}=\mathrm{tr}\!\left(\mathrm{adj}M\,M'\right)=b\,y^TM'v_0,\qquad M'=\frac{\partial M}{\partial k_0}. \tag{11}$$

Suppose this vanished. Then $M'v_0$ would lie in the range of $M$, and some $v_1$ would satisfy $Mv_1=-M'v_0$. For a small real $s$, the vector $v_0+sv_1$ would then satisfy $M(\kappa+s,0)(v_0+sv_1)=O(s^2)$. It would define a field $(\mathbf E_s,\mathbf H_s)$ that obeys (1) at $k_0=\kappa+s$, is outgoing, and has a tangential jump of order $s^2$ at the upper surface.

Compare it with the bound field $(\mathbf E_0,\mathbf H_0)$. The identity $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$ and (1) give

$$\begin{aligned}
\nabla\cdot(\mathbf E_s\times\mathbf H_0^*+\mathbf E_0^*\times\mathbf H_s)
&=i(\kappa+s)\mathbf H_0^*\!\cdot\mathbf H_s-i\kappa\varepsilon\mathbf E_s\!\cdot\mathbf E_0^*\\
&\quad-i\kappa\mathbf H_s\!\cdot\mathbf H_0^*+i(\kappa+s)\varepsilon\mathbf E_0^*\!\cdot\mathbf E_s\\
&=is(\mathbf H_0^*\cdot\mathbf H_s+\varepsilon\mathbf E_0^*\cdot\mathbf E_s).
\end{aligned} \tag{12}$$

Integrate over one cell and all $z$. The sides of the cell cancel by periodicity, and the far surfaces give nothing because the bound field decays. What remains on the left is the jump, of order $s^2$. Dividing by $s$ and letting $s\to0$ gives

$$0=U\equiv\int\left(|\mathbf H_0|^2+\varepsilon|\mathbf E_0|^2\right)d^3r, \tag{13}$$

which is false for a nonzero field. The zero is therefore simple, and the reason is that a bound state stores energy.

The implicit function theorem now gives one analytic root $k_0(\mathbf k)$ of $\det M=0$ with $k_0(0)=\kappa$. Its null vector is $v(\mathbf k)=\mathrm{adj}M(k_0(\mathbf k),\mathbf k)\,r$, with a fixed vector $r$ for which $y^Tr\ne0$. It is analytic and nonzero near $\mathbf k=0$. $\square$

This is where isolation matters. For several modes at the same frequency the null space is larger, and this construction of a single analytic branch fails.

### Lemma 3: the radiation amplitudes are odd

The half-turn carries a mode at $\mathbf k$ into a mode at $-\mathbf k$ with the same frequency. Since the branch is unique, $k_0(-\mathbf k)=k_0(\mathbf k)$, and $C_2v(\mathbf k)$ is a multiple of $v(-\mathbf k)$.

The multiple is fixed by normalization. Choose a linear functional $\ell'$ with $\ell'(v_0)=1$ and set $\ell(v)=\tfrac12[\ell'(v)+\ell'(C_2v)]$. Because $C_2v_0=v_0$ and $C_2^2=1$, we have $\ell(v_0)=1$ and $\ell(C_2v)=\ell(v)$. Normalize $\ell(v(\mathbf k))=1$. If $C_2v(\mathbf k)=\sigma v(-\mathbf k)$, applying $\ell$ to both sides gives $1=\sigma$. Thus

$$C_2v(\mathbf k)=v(-\mathbf k). \tag{14}$$

Let $\mathbf a^\pm(\mathbf k)$ be the tangential electric amplitudes of the zeroth order at the upper and lower surfaces. By (6) the half-turn reverses their sign, and (14) becomes $\mathbf a^\pm(-\mathbf k)=-\mathbf a^\pm(\mathbf k)$. Label the four scalar amplitudes (two sides, two components) by $j$. An odd analytic function has no constant or quadratic term, so

$$a_j(\mathbf k)=\mathbf d_j\cdot\mathbf k+O(k^3). \qquad\square \tag{15}$$

### Proof of the theorem

Apply the identity used in (12) to one resonance, now with complex $k_0$. Since $\nabla\times\mathbf E^*=-ik_0^*\mathbf H^*$ and $\nabla\times\mathbf H^*=ik_0^*\varepsilon\mathbf E^*$,

$$\begin{aligned}
\nabla\cdot(\mathbf E\times\mathbf H^*+\mathbf E^*\times\mathbf H)
&=i(k_0-k_0^*)(|\mathbf H|^2+\varepsilon|\mathbf E|^2)\\
&=-2\,\mathrm{Im}k_0\,(|\mathbf H|^2+\varepsilon|\mathbf E|^2).
\end{aligned} \tag{16}$$

Integrate over a cell between $z=-Z$ and $z=Z$, with $Z>h/2$. A finite height is needed because a decaying resonance grows with distance in the air. With $U_Z$ the integral of $|\mathbf H|^2+\varepsilon|\mathbf E|^2$ and $\Phi$ the outward flux of $\mathrm{Re}(\mathbf E\times\mathbf H^*)$ through the two planes, (16) says

$$-\mathrm{Im}k_0\,U_Z=\Phi. \tag{17}$$

Different harmonics do not mix in the cell-averaged flux. At $\mathbf k=0$ an outgoing plane wave has $\mathbf H=\pm\hat{\mathbf z}\times\mathbf E$, so its flux is $S$ times its squared amplitude. Corrections from the tilt of the wave are of relative order $k^2$, because (9) contains products of two components of $\mathbf k$. The change of $k_0$ is also of order $k^2$. Therefore

$$\Phi_0=S\sum_j|\mathbf d_j\cdot\mathbf k|^2+O(k^4). \tag{18}$$

An evanescent harmonic carries no flux when $k_0$ is real. For complex $k_0$ its flux is bounded by a constant times $|\mathrm{Im}k_0|e^{-2\eta Z}$, with some $\eta>0$.

By Lemmas 2 and 3, $\mathrm{Im}k_0$ is an even analytic function that vanishes at $\mathbf k=0$. Along a unit vector $\mathbf n$, with $\mathbf k=k\mathbf n$, it is $-gk^2+O(k^4)$. Divide (17) by $k^2$ and let $k\to0$ at fixed $Z$:

$$g\left[U_Z(0)+O(e^{-2\eta Z})\right]=S\sum_j|\mathbf d_j\cdot\mathbf n|^2. \tag{19}$$

The right side does not depend on $Z$. Letting $Z\to\infty$ gives $gU=S\sum_j|\mathbf d_j\cdot\mathbf n|^2$. Since $\omega=ck_0$, this is (4) with

$$\Gamma_{\mu\nu}=\frac{cS}{U}\,\mathrm{Re}\sum_jd_{j\mu}^*d_{j\nu},\qquad \mu,\nu\in\{x,y\}. \tag{20}$$

The form $\mathbf n\cdot\Gamma\mathbf n$ is a sum of squares, hence not negative. Finally $\mathrm{Re}\,\omega=\omega_0+O(k^2)$, and (3) gives (5). $\blacksquare$

One power of $k$ comes from the amplitude that symmetry removes at $\mathbf k=0$; the second comes from squaring it to obtain power.

### What "generically" means

If $\mathbf n\cdot\Gamma\mathbf n=0$, every $\mathbf d_j\cdot\mathbf n$ vanishes. The amplitudes then start at $k^3$, and by (17) the loss starts at $k^6$ or higher.

Let the structure depend analytically on a parameter $\tau$, such as thickness, while $C_2$ and the three conditions are kept over an interval. The matrix $M$ is then analytic in $\tau$ too, and the steps above make $\mathbf n\cdot\Gamma(\tau)\mathbf n$ a real-analytic function. If it is nonzero at one $\tau$, its zeros in that interval are isolated. The inverse-square law then holds except at isolated tuned values.

A computed slab shows that all directions can radiate. It has a square lattice of period 900 nm, thickness 450 nm and permittivity 4.41, with elliptical air holes of semi-axes 288 and 180 nm tilted by $25^\circ$. With 25 plane waves, the lowest even bound state found in the class of modes with in-plane electric field even in $z$ lies at 0.804 eV. The principal values of $Qk^2$ are $3.94\times10^{-5}$ and $1.16\times10^{-4}\ \mathrm{nm}^{-2}$. Both are finite, so $\Gamma$ is positive definite. These digits belong to the 25-plane-wave truncation: with 49 plane waves and a Fourier rule adapted to the hole wall the energy moves by about 0.001 eV, and the two principal values are not converged. With 121 plane waves and the plain Fourier product used for the 25-wave values, the energy stays at 0.804 eV and they are $4.19\times10^{-5}$ and $1.17\times10^{-4}\ \mathrm{nm}^{-2}$; with 81 plane waves and the inverse rule for the in-plane permittivity they are $3.87\times10^{-5}$ and $8.4\times10^{-5}\ \mathrm{nm}^{-2}$, at 0.812 eV. Both stay finite in all these bases. The matrix was found from the losses at $0^\circ$, $45^\circ$ and $90^\circ$. It predicts those at $20^\circ$ and $160^\circ$ within 0.005% of the larger principal loss, and the fitted exponent of $Q$ at $20^\circ$ is $-2.000$.

## II. The coefficient for a grating, and its size

From the first half we keep $k_0=\omega/c$, its bound-state value $\kappa=\omega_0/c$, the odd amplitudes $a=O(k)$, and the leading energy balance

$$|\mathrm{Im}k_0|=\frac{S}{U}\sum_j|a_j|^2,\qquad U=\int(|\mathbf H_0|^2+\varepsilon|\mathbf E_0|^2)\,d^3r. \tag{21}$$

Here $S$ is the cell area and $j$ runs over the radiating channels. I now calculate $a$ for a structure in which it reduces to a single integral.

### The scalar problem

Take a grating of period $L$ along $x$, uniform along $y$, and symmetric under both $x\to-x$ and $z\to-z$. Let $\mathbf E=\psi(x,z)\hat{\mathbf y}$ and let $\mathbf k$ point along $x$. Since $\nabla\cdot\mathbf E=\partial_y\psi=0$, equations (1) reduce to

$$(\partial_x^2+\partial_z^2+k_0^2\varepsilon)\psi=0. \tag{22}$$

By (6), a $C_2$-even vector mode of this polarization has $\psi(-x,z)=-\psi(x,z)$. The bound state $u_0$ is thus odd in $x$. It can be taken real because it is isolated and (22) is real at $k_0=\kappa$. I consider a bound state that is even in $z$.

Put $\psi=e^{ikx}u$ with $u=u_0+ku_1+O(k^2)$. Since $k_0$ is even in $k$, it has no linear term. The factor $e^{ikx}$ turns $\partial_x$ into $\partial_x+ik$, and

$$(\partial_x+ik)^2=\partial_x^2+2ik\partial_x-k^2. \tag{23}$$

The terms of first order in $k$ are therefore

$$\mathcal L_0u_1=-2i\,\partial_xu_0,\qquad \mathcal L_0=\partial_x^2+\partial_z^2+\kappa^2\varepsilon. \tag{24}$$

The source $\partial_xu_0$ is even in $x$, so it can drive the zeroth order. Above the slab that order of $u_1$ is $a_1e^{i\kappa(z-h/2)}$, with $a=ka_1+O(k^3)$. The part of $u_1$ odd in $z$ would solve the equation without a source. It would be an outgoing mode at $\kappa$, hence a multiple of the $z$-even $u_0$, and so it is zero. The amplitudes on the two sides are equal.

For an isolated, $C_2$-even bound state with only the zeroth order open, the loss near $\mathbf k=0$ is quadratic in $\mathbf k$, so $Q\propto1/k^2$ except in directions where the quadratic term vanishes. For the grating, what remains is to find the linear radiation amplitude $a_1$ from (24), and from it the coefficient of this law, its size and its limits.
